# Nitride-to-oxide selectivity of hot phosphoric acid depends on dissolved silica: a program that tests the result

```python
"""
Nitride-to-oxide selectivity in hot phosphoric acid with dissolved silica.
Result under test: oxide flux J_o = kappa*(c_stop - c_bath), so selectivity
S = R_nitride/R_oxide rises with bath silica and diverges at c_stop.
  k_d, k_r : oxide dissolution flux and redeposition coefficient
  c_sat = k_d/k_r : silica concentration in equilibrium with oxide
  h = D/delta : mass-transfer coefficient of the stagnant film
  theta : nitride area fraction; J_n : silicon flux released by nitride
  c_stop = c_sat - theta*J_n/h ; kappa = h*k_r/(h+(1-theta)*k_r)
All internal quantities are SI unless a name says otherwise.
Parameters are round model values, not measured data.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.sparse import diags, identity, kron, lil_matrix
from scipy.sparse.linalg import spsolve

# Reaction coefficients from conservation of Si, N, H, P, O.
# Columns: Si3N4, H3PO4, H2O, Si(OH)4, NH4H2PO4 (products negative).
atoms = sp.Matrix([[3, 0, 0, -1, 0],
                   [4, 0, 0, 0, -1],
                   [0, 3, 2, -4, -6],
                   [0, 1, 0, 0, -1],
                   [0, 4, 1, -4, -4]])
null_vectors = atoms.nullspace()
assert len(null_vectors) == 1
coefficients = null_vectors[0] / null_vectors[0][0]
assert list(coefficients) == [1, 4, 12, 3, 4]
silicon_per_nitride = float(coefficients[3])

# Model inputs
mass_si, mass_n, mass_o = 28.085e-3, 14.007e-3, 15.999e-3  # kg/mol
density_nitride, density_oxide, density_acid = 3000.0, 2200.0, 1600.0
nitride_nm_min, oxide_nm_min = 5.0, 0.1
c_sat = 4.0
diffusivity, delta = 5e-10, 50e-6
theta, wafer_area, bath_volume = 0.6, 7.0, 0.05
lot_nitride_nm = 100.0

v_nitride = (3 * mass_si + 4 * mass_n) / density_nitride
v_oxide = (mass_si + 2 * mass_o) / density_oxide
to_si = 1e-9 / 60.0
j_n = silicon_per_nitride * nitride_nm_min * to_si / v_nitride
k_d = oxide_nm_min * to_si / v_oxide
k_r = k_d / c_sat
h = diffusivity / delta
s_zero = nitride_nm_min / oxide_nm_min
lot_time = lot_nitride_nm / nitride_nm_min * 60.0


def ppm_silicon(c):
    return c * mass_si / density_acid * 1e6


def film_formula(c_bath, fraction):
    """Surface silica and oxide etch rate in nm/min."""
    kappa_f = h * k_r / (h + (1 - fraction) * k_r)
    flux = kappa_f * (c_sat - fraction * j_n / h - c_bath)
    return c_sat - flux / k_r, flux * v_oxide / to_si


# Sensitivity when silica also slows nitride by the factor 1-beta*x
x, beta, s0 = sp.symbols("x beta s0", positive=True)
general_s = s0 * (1 - beta * x) / (1 - x)
assert sp.simplify(sp.diff(general_s, x)
                   - s0 * (1 - beta) / (1 - x)**2) == 0


def s_value(x_value, beta_value):
    return float(general_s.subs({x: x_value, beta: beta_value, s0: s_zero}))


# Two-dimensional steady diffusion above alternating stripes
n_x, n_z = 20, 200
spacing = delta / n_z
pitch = n_x * spacing
n_nitride = round(theta * n_x)
assert abs(n_nitride / n_x - theta) < 1e-12


def stripe_surface(c_bath, released_flux):
    """Silica at each surface node; bath value imposed at z=delta."""
    vertical_diag = -2.0 * np.ones(n_z)
    vertical_diag[0] = -1.0
    vertical = diags([np.ones(n_z - 1), vertical_diag, np.ones(n_z - 1)],
                     [-1, 0, 1])
    lateral = lil_matrix((n_x, n_x))
    for i in range(n_x):
        lateral[i, i] = -2.0
        lateral[i, (i + 1) % n_x] = 1.0
        lateral[i, (i - 1) % n_x] = 1.0
    heights = np.ones(n_z)
    heights[0] = 0.5
    operator = diffusivity * (kron(vertical, identity(n_x))
                              + kron(diags(heights), lateral.tocsr()))
    reaction = np.zeros(n_x * n_z)
    source = np.zeros(n_x * n_z)
    reaction[n_nitride:n_x] = -spacing * k_r
    source[n_nitride:n_x] = spacing * k_d
    source[:n_nitride] = spacing * released_flux
    source[-n_x:] += diffusivity * c_bath
    solution = spsolve((operator + diags(reaction)).tocsc(), -source)
    return solution[:n_x]


stripe_s = {}
for c_test in (0.0, 1.0, 2.0, 3.0, 3.5):
    surface = stripe_surface(c_test, j_n)
    c_formula, rate_formula = film_formula(c_test, theta)
    assert abs(surface.mean() - c_formula) < 1e-4
    c_oxide = surface[n_nitride:].mean()
    # Finite stripe width lowers silica over oxide by a small amount.
    assert abs(c_oxide - c_formula) < 0.03 * (c_formula - c_test)
    rate_stripe = v_oxide * (k_d - k_r * c_oxide) / to_si
    assert abs(rate_stripe - rate_formula) < 2e-3 * oxide_nm_min
    stripe_s[c_test] = nitride_nm_min / rate_stripe

surface_on = stripe_surface(3.0, j_n)
surface_off = stripe_surface(3.0, 0.0)
excess_on = surface_on.mean() - 3.0
excess_off = surface_off.mean() - 3.0
assert 0 < excess_off < 0.01 * excess_on

# Closed formulas for a finite bath
kappa = h * k_r / (h + (1 - theta) * k_r)
c_stop = c_sat - theta * j_n / h
decay = wafer_area / bath_volume * (1 - theta) * kappa
c_inf = c_stop + theta * j_n / ((1 - theta) * kappa)
t_stop = np.log(c_inf / (c_inf - c_stop)) / decay


def lot_formula(c_start):
    """Bath silica after a lot and oxide loss in nm."""
    drop = -np.expm1(-decay * lot_time)
    c_end = c_start + (c_inf - c_start) * drop
    integral = ((c_stop - c_inf) * lot_time
                + (c_inf - c_start) * drop / decay)
    return c_end, v_oxide * kappa * integral * 1e9


# Time-dependent diffusion: resolved film joined to the remaining bath.
# Extra states: accumulated oxide loss in nm, and the constant one.
n_film = 50
dz = delta / n_film
liquid_depth = bath_volume / wafer_area
weights = np.full(n_film + 1, dz)
weights[0] = dz / 2
weights[-1] = liquid_depth - delta + dz / 2
generator = np.zeros((n_film + 3, n_film + 3))
for i in range(n_film):
    conductance = diffusivity / dz
    generator[i, i] -= conductance / weights[i]
    generator[i, i + 1] += conductance / weights[i]
    generator[i + 1, i + 1] -= conductance / weights[i + 1]
    generator[i + 1, i] += conductance / weights[i + 1]
generator[0, 0] -= (1 - theta) * k_r / weights[0]
generator[0, -1] = (theta * j_n + (1 - theta) * k_d) / weights[0]
generator[-2, 0] = -v_oxide * k_r * 1e9
generator[-2, -1] = v_oxide * k_d * 1e9
lot_propagator = expm(generator * lot_time)

lots = []
c_now, c_numeric = 0.0, 0.0
for number in range(1, 9):
    state = np.full(n_film + 3, c_numeric)
    state[-2], state[-1] = 0.0, 1.0
    state = lot_propagator @ state
    c_numeric = weights @ state[:n_film + 1] / liquid_depth
    loss_numeric = state[-2]
    c_begin = c_now
    c_now, loss = lot_formula(c_begin)
    # Film filling takes seconds and its storage is under one percent.
    assert abs(c_now - c_numeric) < 1e-3
    assert abs(loss - loss_numeric) < 1e-3 * oxide_nm_min * lot_time / 60
    lots.append((number, c_begin, c_now, loss, loss_numeric))
losses = [row[3] for row in lots]
assert all(a > b for a, b in zip(losses, losses[1:]))
assert losses[0] > 0 and losses[-1] < 0

state = np.zeros(n_film + 3)
state[-1] = 1.0
surface_at_stop = (expm(generator * t_stop) @ state)[0]
assert abs(surface_at_stop - c_sat) < 0.01

print(f"Nitride rate {nitride_nm_min:.1f} nm/min")
print(f"Silica-free oxide rate {oxide_nm_min:.2f} nm/min; S0 {s_zero:.1f}")
print(f"Saturation {c_sat:.2f} mol/m^3 = {ppm_silicon(c_sat):.1f} ppm Si")
print(f"Densities nitride, oxide, acid: {density_nitride:.0f}, "
      f"{density_oxide:.0f}, {density_acid:.0f} kg/m^3")
print(f"Molar volumes nitride, oxide: {v_nitride*1e6:.2f}, "
      f"{v_oxide*1e6:.2f} cm^3/mol")
print(f"Diffusivity {diffusivity:.1e} m^2/s; film {delta*1e6:.0f} um")
print(f"Mass-transfer coefficient h {h:.2e} m/s")
print(f"Nitride silicon flux J_n {j_n:.3e} mol/(m^2 s)")
print(f"Oxide k_d {k_d:.3e} mol/(m^2 s); k_r {k_r:.3e} m/s")
print(f"kappa {kappa:.3e} m/s; nitride fraction {theta:.2f}")
print(f"Film excess theta*J_n/h {theta*j_n/h:.3f} mol/m^3")
print(f"Oxide stops at bath silica {c_stop:.3f} mol/m^3 = "
      f"{ppm_silicon(c_stop):.1f} ppm Si")
print("Surface silica fraction x, S(beta=0), S(beta=0.2):")
for x_value in (0.0, 0.5, 0.9, 0.91, 0.99):
    print(f"  {x_value:.2f}  {s_value(x_value, 0):.1f}  "
          f"{s_value(x_value, 0.2):.1f}")
print("Patterned: bath, surface [mol/m^3], oxide [nm/min], S, S stripes:")
for c_test in stripe_s:
    c_surface, rate = film_formula(c_test, theta)
    print(f"  {c_test:.1f}  {c_surface:.3f}  {rate:.5f}  "
          f"{nitride_nm_min/rate:.1f}  {stripe_s[c_test]:.1f}")
blanket_rate = film_formula(3.0, 0.0)[1]
print(f"Blanket oxide at bath 3.0 mol/m^3: {blanket_rate:.5f} nm/min, "
      f"S {nitride_nm_min/blanket_rate:.1f}")
print(f"Stripe pitch {pitch*1e6:.1f} um; surface silica spread "
      f"{np.ptp(surface_on):.4f} mol/m^3")
print(f"Surface excess, nitride release on: {excess_on:.4f} mol/m^3")
print(f"Surface excess, nitride release off: {excess_off:.6f} mol/m^3")
print(f"Bath {bath_volume*1e3:.0f} L; wafer area {wafer_area:.1f} m^2")
print(f"Lot: {lot_nitride_nm:.0f} nm nitride in {lot_time/60:.1f} min")
print(f"Bath rate lambda {decay:.3e} 1/s; c_inf {c_inf:.1f} mol/m^3")
print("Lot: bath start, end [mol/m^3], oxide loss, numeric [nm], lot S:")
for number, c_begin, c_end, loss, loss_numeric in lots:
    ratio = f"{lot_nitride_nm/loss:.1f}" if loss > 0 else "oxide grows"
    print(f"  {number}: {c_begin:.3f}  {c_end:.3f}  {loss:.4f}  "
          f"{loss_numeric:.4f}  {ratio}")
print(f"Oxide etching stops after {t_stop/60:.1f} min of etching "
      f"= {t_stop/lot_time:.2f} lots")
print(f"Numeric surface silica at that time {surface_at_stop:.4f} mol/m^3")
print("PASS")
```

It prints:

```
Nitride rate 5.0 nm/min
Silica-free oxide rate 0.10 nm/min; S0 50.0
Saturation 4.00 mol/m^3 = 70.2 ppm Si
Densities nitride, oxide, acid: 3000, 2200, 1600 kg/m^3
Molar volumes nitride, oxide: 46.76, 27.31 cm^3/mol
Diffusivity 5.0e-10 m^2/s; film 50 um
Mass-transfer coefficient h 1.00e-05 m/s
Nitride silicon flux J_n 5.346e-06 mol/(m^2 s)
Oxide k_d 6.103e-08 mol/(m^2 s); k_r 1.526e-08 m/s
kappa 1.525e-08 m/s; nitride fraction 0.60
Film excess theta*J_n/h 0.321 mol/m^3
Oxide stops at bath silica 3.679 mol/m^3 = 64.6 ppm Si
Surface silica fraction x, S(beta=0), S(beta=0.2):
  0.00  50.0  50.0
  0.50  100.0  90.0
  0.90  500.0  410.0
  0.91  555.6  454.4
  0.99  5000.0  4010.0
Patterned: bath, surface [mol/m^3], oxide [nm/min], S, S stripes:
  0.0  0.323  0.09192  54.4  54.3
  1.0  1.322  0.06694  74.7  74.6
  2.0  2.322  0.04195  119.2  118.9
  3.0  3.321  0.01697  294.6  292.8
  3.5  3.821  0.00448  1116.6  1090.8
Blanket oxide at bath 3.0 mol/m^3: 0.02496 nm/min, S 200.3
Stripe pitch 5.0 um; surface silica spread 0.0095 mol/m^3
Surface excess, nitride release on: 0.3212 mol/m^3
Surface excess, nitride release off: 0.000610 mol/m^3
Bath 50 L; wafer area 7.0 m^2
Lot: 100 nm nitride in 20.0 min
Bath rate lambda 8.539e-07 1/s; c_inf 529.6 mol/m^3
Lot: bath start, end [mol/m^3], oxide loss, numeric [nm], lot S:
  1: 0.000  0.542  1.7029  1.7043  58.7
  2: 0.542  1.084  1.4320  1.4334  69.8
  3: 1.084  1.626  1.1614  1.1628  86.1
  4: 1.626  2.166  0.8911  0.8924  112.2
  5: 2.166  2.706  0.6210  0.6224  161.0
  6: 2.706  3.246  0.3512  0.3526  284.7
  7: 3.246  3.785  0.0817  0.0831  1223.7
  8: 3.785  4.324  -0.1875  -0.1862  oxide grows
Oxide etching stops after 136.1 min of etching = 6.80 lots
Numeric surface silica at that time 3.9978 mol/m^3
PASS
```
